\section*{Small-field deformation of a fluid-like conducting embryo of fixed volume, part 2}

A small metallic embryo in an insulating film is stretched by an electric field, while interface tension tries to keep it round. The problem is to find its equilibrium shape.

The embryo is an uncharged, perfect conductor of fixed volume $4\pi a^3/3$. The host is a uniform, isotropic, linear dielectric of absolute permittivity $\epsilon=\epsilon_r\epsilon_0$, free of elastic stress once the shape has relaxed. Distant electrodes at fixed voltage produce a field $E$ along $z$, with potential $-Ez$ in the absence of the embryo. The interface tension $\gamma$ is constant and isotropic, and the temperature $T$ is fixed. SI units are used; $k_B$ is Boltzmann's constant and $\hbar$ the reduced Planck constant.

The embryo has length $L$ along the field, width $W$ across it, and deformation $D=(L-W)/(L+W)$. In spherical coordinates $(r,\theta)$ centred on it, $P_l$ are Legendre polynomials in $\cos\theta$, and $s$ is the amplitude of $P_2$ in the shape. To first order in $s$,
\begin{equation}
L=2a(1+s),\qquad W=2a\left(1-\frac s2\right),\qquad
D=\frac{3s/2}{2+s/2}=\frac{3s}{4}+O(s^2).
\label{Ds}
\end{equation}

The free energy, including the voltage source, is $F=\gamma S-pE/2$, with $S$ the surface area and $p$ the induced dipole moment:
\begin{equation}
p=4\pi\epsilon a^3E\left(1+\frac{6s}{5}\right)+O(s^2).
\label{dipole}
\end{equation}
Relative to the sphere, the surface energy rises by $(8\pi/5)\gamma a^2s^2$.

With $x=\epsilon E^2a/\gamma$, the equilibrium results for $x\ll1$ are
\begin{equation}
r=a(1+sP_2),\quad s=\frac{3x}{4},\quad D=\frac{9x}{16},\quad
F-F(0)=-\frac{9\pi}{10}\gamma a^2x^2 .
\label{recap}
\end{equation}
Here $F(0)$ belongs to the sphere in the same field, and $D=9x/16$ is the small-field law.

Equivalently, the outward electrical stress $\epsilon E_n^2/2$ balances the capillary stress $\gamma\kappa$ up to a uniform pressure. Here $E_n$ is the normal field at the surface, equal to $3E$ at the pole of a sphere, and $\kappa$ is the divergence of the unit normal.

\subsection*{(g) How small must the field be?}

\textit{Model the embryo as a prolate spheroid of any elongation. Find its equilibrium condition and the largest $x$ on the branch that starts from the sphere. Compare the small-field law with a solution that does not assume a spheroid.}

\textbf{Solution.} Let $c$ be the semi-axis along the field, $b$ the transverse semi-axis and $k=c/b=L/W$. Fixed volume means $b^2c=a^3$, so $b=ak^{-1/3}$ and $c=ak^{2/3}$. The eccentricity is $e=\sqrt{1-1/k^2}$.

\textit{Area.} At height $z$ the radius is $\rho=b\sqrt{1-z^2/c^2}$, and
\begin{equation}
\rho^2\left[1+\left(\frac{d\rho}{dz}\right)^2\right]
=b^2\left(1-\frac{z^2}{c^2}\right)+\frac{b^4z^2}{c^4}
=b^2\left(1-\frac{e^2z^2}{c^2}\right).
\end{equation}
With $t=ez/c$,
\begin{equation}
S=\frac{4\pi bc}{e}\int_0^e\sqrt{1-t^2}\,dt
=2\pi b^2\left(1+\frac{c}{be}\arcsin e\right),
\end{equation}
where $\sqrt{1-e^2}=b/c$ was used.

\textit{Dipole.} Replace the surface charge by a line charge of density $\beta z'$ between the foci $z'=\pm f$, with $f=ce$. Its potential outside is
\begin{equation}
\Phi=\frac{\beta}{4\pi\epsilon}\left[R_+-R_-
+z\ln\frac{R_++f-z}{R_--f-z}\right],
\end{equation}
where $R_\pm$ is the distance to the focus at $\pm f$. This follows from integrating $z'/\sqrt{\rho^2+(z-z')^2}$ after writing $z'=z+(z'-z)$. On the spheroid $R_\pm=c\mp ez$. The numerator in the logarithm is then $(1+e)(c-z)$ and the denominator is $(1-e)(c-z)$, so
\begin{equation}
\Phi=\frac{\beta z}{2\pi\epsilon}\left(\operatorname{artanh}e-e\right).
\end{equation}
The total potential $\Phi-Ez$ vanishes on the surface if $\beta=2\pi\epsilon E/(\operatorname{artanh}e-e)$. The line charge has no net charge, as required, and its dipole moment is
\begin{equation}
p=\int_{-f}^{f}\beta z'^2dz'
=\frac{4\pi\epsilon E}{3}\,\frac{c^3e^3}{\operatorname{artanh}e-e}.
\end{equation}
As $e\to0$ the denominator tends to $e^3/3$, and the sphere's value $4\pi\epsilon a^3E$ is recovered.

\textit{Equilibrium.} Write $A(k)=p/(4\pi\epsilon a^3E)$. Then
\begin{equation}
\frac{F}{\gamma a^2}=\frac{S}{a^2}-2\pi xA,\qquad
x(k)=\frac{dS/dk}{2\pi a^2\,dA/dk},
\end{equation}
where the second equation is the condition $dF/dk=0$. The dipole increases with elongation, so $dA/dk>0$. At an equilibrium point the second derivative of $F/(\gamma a^2)$ is $2\pi(dA/dk)(dx/dk)$. The spheroid is therefore stable against further stretching while $x(k)$ rises, and loses this stability at its maximum.

Evaluating the derivatives by central differences and searching for the maximum gives $x=0.204$ at $L/W=1.84$. There $D=0.84/2.84=0.30$, whereas the small-field law would give $0.115$. The law thus contains no sign of the approaching instability. The value 0.204 belongs to the spheroid model.

For a shape not restricted to spheroids, the radius was written as a sum of $P_0$, $P_2$, $P_4$, $P_6$ and $P_8$ at fixed volume. The outer potential was expanded in odd multipoles up to $l=15$ and fitted by least squares to a constant on the surface. The amplitudes were then adjusted until $\gamma\kappa-\epsilon E_n^2/2$ had no component along $P_2$ to $P_8$. The values of $D$ are:

\begin{center}
\begin{tabular}{cccc}
$x$ & $9x/16$ & spheroid & stress balance\\
0.02 & 0.0113 & 0.0117 & 0.0117\\
0.05 & 0.0281 & 0.0310 & 0.0310\\
0.10 & 0.0563 & 0.0699 & 0.0698
\end{tabular}
\end{center}

Relative to the stress-balance result, the small-field law is low by about 4\% at $x=0.02$, 9\% at $x=0.05$ and 19\% at $x=0.10$. Here ``small field'' means $x$ of a few hundredths or less if errors up to several per cent are acceptable.

\subsection*{(h) A silver-like embryo in silicon dioxide}

\textit{Take $a=10$ nm, $E=2$ MV/cm, $\epsilon_r=3.9$, $\gamma=1$ J/m$^2$ and $T=300$ K. The embryo is centred in a film of thickness $h=50$ nm. Find the deformation and the energy gain.}

\textbf{Solution.} These are rough values for an example suggested by the electrochemical metallization memory, in which metal moves through an insulating film. The voltage is $Eh=10$ V. In SI units $E=2\times10^8$ V/m, and the two stresses to be compared are
\begin{align}
\epsilon E^2&=3.9\,\epsilon_0\,(2\times10^8\ {\rm V/m})^2=1.38\ {\rm MPa},\\
\frac{\gamma}{a}&=\frac{1\ {\rm J/m^2}}{10^{-8}\ {\rm m}}=100\ {\rm MPa}.
\end{align}
Their ratio is $x=0.0138$. From \eqref{recap},
\begin{equation}
s=\frac34(0.0138)=0.0104,\qquad
D=\frac{9}{16}(0.0138)=0.0078 .
\end{equation}
The difference between length and width is
\begin{equation}
L-W=3as=3(10\ {\rm nm})(0.0104)=0.31\ {\rm nm}.
\end{equation}
This is roughly one atomic spacing on a body 20 nm across. The smooth surface of the model must be read as an average over atomic steps, which requires a surface on which steps form freely. On a flat crystal facet, a new atomic layer must first pay the energy of its edge, and the small electrical gain may not cover that cost.

The energy gain is $(9\pi/10)\gamma a^2x^2=0.34$ eV, about 13 times $k_BT=0.026$ eV. It is only the gain from changing shape. The larger energy $-2\pi\epsilon a^3E^2$ of polarizing the undeformed sphere is common to both sides of the comparison.

Could this embryo reach the instability of part (g)? With distant electrodes and fixed $a$, $\epsilon$ and $\gamma$, the field would have to rise by the factor $\sqrt{0.204/0.0138}=3.8$, to about 7.7 MV/cm. In the 50 nm film the nearby electrodes strengthen the pull on an elongated embryo, and the spheroid branch already ends near $x=0.17$ and $L/W=1.7$, at about 7.0 MV/cm. Elongation raises the pole field above the sphere's value of $3E$, but even with the factor of 3 the field at the pole would then be about 21 MV/cm. That is more than twice the rough breakdown field of 10 MV/cm assumed below, so in this example the oxide would fail first.

\subsection*{(i) What the model leaves out}

\textit{Estimate the main neglected effects for the same embryo. Which one decides whether the result applies?}

\textbf{Solution.} Each percentage below is relative to the small-field value $D=0.0078$, with the other inputs held fixed.

\textit{Nonlinearity.} The stress-balance calculation of part (g), repeated at this $x$, gives $D=0.0080$, an increase of 2.5\%.

\textit{Thermal shape fluctuations.} The surface energy of the mode is $(8\pi/5)\gamma a^2s^2$. In the classical limit a quadratic energy has the mean value $k_BT/2$, so fluctuations about equilibrium obey
\begin{equation}
\langle\delta s^2\rangle=\frac{5k_BT}{16\pi\gamma a^2},\qquad
D_{\rm rms}=\frac34\sqrt{\langle\delta s^2\rangle}=0.0015 .
\end{equation}
This contribution, from the axisymmetric $P_2$ mode alone, is about one fifth of the field-induced deformation. At fixed $E$, $\gamma$ and $T$, $D$ grows as $a$ and $D_{\rm rms}$ falls as $1/a$. They become equal at $a=(10\ {\rm nm})\sqrt{0.0015/0.0078}\approx4.4$ nm. Below that radius, the static deformation of a single embryo is smaller than the thermal fluctuation of this one mode. Other even harmonics, including non-axisymmetric ones, also change $L$ and $W$. Counted down to atomic wavelengths, and with $W$ measured along one transverse direction, they roughly double the fluctuation of $D$ at $a=10$ nm and move the crossover to about 6 nm. With $W$ averaged around the equator, the factor is about 1.5 and the crossover lies near 5 nm.

\textit{Electrode images.} The image dipoles of a centred embryo lie at distances $h,2h,3h,\ldots$ on both sides and point the same way as the embryo's dipole. On its axis, a dipole gives the field $2p/(4\pi\epsilon z^3)$. With $p=4\pi\epsilon a^3E_{\rm loc}$, the field acting on the embryo satisfies
\begin{equation}
E_{\rm loc}=E+4\left(\frac ah\right)^3E_{\rm loc}\sum_{n=1}^{\infty}\frac1{n^3}.
\end{equation}
The sum is 1.202, so $E_{\rm loc}/E=1/(1-0.0385)=1.040$. Since $D$ varies as the square of the field, it rises by 8\%. This estimate neglects the variation of the image field across the embryo, which brings the increase to about 9\%.

\textit{Screening in the metal.} In the Thomas--Fermi model a potential $\phi$ changes the electron density by $3n_ee\phi/(2E_F)$, where $n_e$ is the electron density and $E_F$ the Fermi energy. Poisson's equation then gives decay over the length
\begin{equation}
\lambda=\sqrt{\frac{2\epsilon_0E_F}{3e_0^2n_e}}=0.059\ {\rm nm},
\end{equation}
where $e_0$ is the elementary charge, $n_e=5.9\times10^{22}$ cm$^{-3}$, and $E_F$ is the free-electron value at this density. The normal displacement is continuous, so the field just inside the metal is $\epsilon_r$ times that just outside. The potential drop in the metal equals the drop across a host layer of thickness $d=\epsilon_r\lambda=0.23$ nm. In this model the embryo therefore acts electrically as a perfect conductor whose surface lies deeper by $d$. Its radius is $a'=a-d$, and its deformation amplitude satisfies $a's'=as$. The shape-dependent part of the dipole scales as $a'^3s'=a'^2as$, which is reduced by the factor $(1-d/a)^2\approx1-2d/a$, or by 4.6\%. Solving the outer potential numerically with the boundary condition $\phi=d\,\partial\phi/\partial r_n$, where $r_n$ is the outward normal coordinate, gives a reduction of 4.3\%. The model stops the electrons at a sharp edge. In a real metal they spill out beyond it, which moves the induced charge outward and can reverse the sign of the correction. The estimate therefore suggests an effect of a few per cent at most, but does not settle its sign.

\textit{Breakdown and tunnelling.} The deformed embryo has a pole field of $3.04E=6.1$ MV/cm, about 0.6 of the assumed breakdown field. For an electron leaving the metal through a triangular barrier of height $B$, with tunnelling mass $m$ and field $E_p$ at the pole, the transmission exponent is
\begin{equation}
\frac{2}{\hbar}\int_0^{B/(e_0E_p)}\!\!\sqrt{2m(B-e_0E_pz)}\,dz
=\frac{4\sqrt{2m}\,B^{3/2}}{3\hbar e_0E_p}=46.5
\end{equation}
for the rough values $B=3.5$ eV and $m$ equal to 0.4 of the free-electron mass. The barrier is about 5.8 nm thick, comparable with $a$, and the field weakens away from the pole. The triangular barrier therefore overestimates the transmission, which is already of order $10^{-20}$. Conduction through defects is not included and may be far larger.

\textit{Elastic resistance of the host.} Let $\mu$ be the shear modulus of the oxide, roughly 30 GPa. If the oxide had to strain to accommodate the new shape, the elastic stress would be of order $\mu s$, against a capillary stress of order $\gamma s/a$. Their ratio is
\begin{equation}
\frac{\mu a}{\gamma}=\frac{(3\times10^{10}\ {\rm Pa})(10^{-8}\ {\rm m})}{1\ {\rm J/m^2}}=300 .
\end{equation}
This effect outweighs the others estimated here. In an oxide that cannot relax, $D$ would fall from 0.0078 to a few times $10^{-5}$, up to a geometrical factor not calculated here. The small-field law needs a shape change that proceeds by atom transport, with metal removed from the sides and added at the ends, and a host that rearranges to release its stress.

\textit{Comparison with devices.} The permittivity and tension are of a realistic size for silver and silicon dioxide. The 50 nm film and 10 V are large for a compact memory cell, and were chosen so that an embryo of 10 nm radius leaves a gap of 15 nm to each electrode. A thinner film would strengthen the image effect. Of the assumptions tested by the estimates above, that of a stress-free host matters most, for a dense oxide is a stiff solid; the elastic estimate shows that this can reduce the deformation by a factor of hundreds. Real embryos may also gain or lose atoms, carry charge, touch an electrode or have crystal facets. The value $D=0.0078$ is therefore the prediction for a relaxed, isolated embryo of constant volume and without facets, and not an expected measurement on a particular device.
